Twist averaging the grand potential instead of the energy: free-electron gas

**Why the grand potential averages faster over twists than the energy**

A simulation of a metal treats a finite cell and closes it with a boundary condition: the many-body wave function acquires a phase when one electron is carried across the cell. Each choice of phase, called a twist, allows a different grid of one-electron wave vectors, and averaging over twists restores the continuum of wave vectors of an infinite crystal. In grand-canonical twist averaging every state below a fixed chemical potential μ is filled, so the electron number N changes from twist to twist as grid points pass through the Fermi surface. Unless the energy brought by an added electron is close to zero, the energy E then scatters strongly between twists, which is costly when each twist needs its own quantum Monte Carlo run. The Azadi-Foulkes procedure averages Φ = E − μN in place of E and adds μ times the exact electron number afterwards. The free-electron gas in a cubic cell can be solved completely and shows what this gains, in which sense, and when it gains nothing.

**The model and the two estimators**

Hartree atomic units are used, the temperature is zero, and each level holds two electrons. The cell is a cube of side L, and b = 2π/L. The levels are

ε_m(t) = (b²/2)|m + t|²,

with m an integer vector and the twist t uniform in the cube [−1/2, 1/2]³. With μ = kF²/2 and the step function Θ,

N(t) = 2 Σ_m Θ(μ − ε_m),
E(t) = 2 Σ_m ε_m Θ(μ − ε_m),
Φ(t) = E − μN = 2 Σ_m (ε_m − μ) Θ(μ − ε_m).

Angle brackets denote the exact average over the cube, a bar the average over M twists. Let N0 = ⟨N⟩, E0 = ⟨E⟩, Φ0 = ⟨Φ⟩. The two estimators of E0 are

A = Ē,  B = Φ̄ + μN0.

Inserting Φ̄ = Ē − μN̄ gives

A − B = μ(N̄ − N0).

This difference has zero mean, so both estimators are unbiased, provided N0 is the exact twist average of N. They differ only in their scatter. For M independent random twists the variance of a mean is the single-twist variance divided by M, so both errors fall as M^(−1/2), and "faster" means a smaller prefactor. On regular twist grids the exponent itself changes for independent electrons. If a gap keeps N the same at every twist, A = B.

**A jump becomes a kink**

Let t move so that one non-degenerate level falls through μ. N rises by 2. The new term in E is 2ε_m, and ε_m = μ at the crossing, so E jumps by 2μ. The new term in Φ is 2(ε_m − μ), which starts from zero: Φ is continuous and only its slope changes. Nothing here uses the parabolic form of the levels, so it holds for any independent-particle bands with continuous levels.

The example used throughout is a cell with N0 = 54 at density parameter rs = 2 bohr, for which kF = 0.95958 bohr⁻¹, L = 12.1859 bohr, μ = 0.46040 Ha and 2μ = 0.9208 Ha. A scan along t = (s, 0.11, 0.23) meets 20 crossings. When the step in s is reduced from 10⁻³ to 10⁻⁴, the largest change of E between neighbouring points stays put, 0.9224 and 0.9209 Ha, while the largest change of Φ falls tenfold, from 1.89×10⁻³ to 1.89×10⁻⁴ Ha, as it must for a continuous function of bounded slope.

**In what sense the number fluctuation cancels to first order**

At fixed t sort the levels, ε_1 ≤ ε_2 ≤ …, and let E(t, n) = 2 Σ_{i ≤ n/2} ε_i be the ground-state energy of an even number n of electrons. Then

E(t, n) − μn = 2 Σ_{i ≤ n/2} (ε_i − μ).

The terms are negative while ε_i < μ and positive afterwards, so the sum is smallest when it stops at the last level below μ, that is at n = N(t), and its value there is Φ(t). Φ is a minimum over n, which is why a departure from N(t) costs nothing at first order. Take n = N0, assumed even, and write δN = N(t) − N0. If δN > 0 the sum at N0 lacks |δN|/2 negative terms; if δN < 0 it contains |δN|/2 extra positive terms. In both cases

Φ(t) = E(t, N0) − μN0 − R(t),  R = 2 Σ |ε_i − μ| ≥ 0,

with the sum over the j = |δN|/2 levels between the two fillings. Adding μN(t) to both sides gives

E(t) = E(t, N0) + μδN − R(t),
Φ(t) + μN0 = E(t, N0) − R(t).

The term linear in δN is present in E and absent from Φ. To size R, let g = dN0/dμ. Since N0 is proportional to μ^(3/2), as shown below, g = 3N0/2μ = 175.94 Ha⁻¹. Suppose the levels near μ are evenly spaced by Δ = 2/g, with the nearest of the j levels a distance a from μ, 0 ≤ a ≤ Δ. Then

R = 2 Σ_{i=1..j} [a + (i − 1)Δ] = 2ja + j(j − 1)Δ = j²Δ + 2j(a − Δ/2),

and j²Δ = (δN²/4)(2/g) = δN²/2g. The second term is at most jΔ in size, a fraction 1/j of the first. So R ≈ δN²/2g, second order, for an evenly spaced spectrum. The true spectrum is not evenly spaced, and explicit sorting gives ⟨R⟩/μ = 0.0679, 0.0185, 0.0264 for N0 = 54, 432, 3456 against ⟨δN²⟩/(2gμ) = 0.0639, 0.0178, 0.0248. For these three cells the estimate is low by a few per cent of itself, roughly 3 to 7 once the sampling noise of these ratios is allowed for; the sign and size of this error depend on the level structure of the cell and do not carry over to other N0.

Averaging the identity for Φ and using Φ0 = E0 − μN0 gives ⟨E(t, N0)⟩ − E0 = ⟨R⟩: the same R is the bias of twist averaging at fixed electron number, 0.0679 × 0.46040 = 0.031 Ha for this cell, with a sampling error of about 0.0006 Ha. The identity also shows that Φ keeps a fluctuation which is not of second order in δN, namely the twist dependence of E(t, N0). At N0 = 54 the standard deviations are σ_R = 0.170μ and σ_Φ = 0.395μ. How large σ_Φ is compared with μσ_N needs a calculation.

**Fourier coefficients in twist space**

Each of N, E, Φ has the form f(t) = 2 Σ_m h(b|m + t|), which is periodic in t with period 1 along each axis. Write f(t) = Σ_p c(p) exp(−2πi p·t) over integer vectors p. Because exp(2πi p·m) = 1, the sum over m and the integral over the cube join into one integral over u = m + t:

c(p) = ∫_cube f(t) exp(2πi p·t) d³t = 2 ∫ h(b|u|) exp(2πi p·u) d³u.

With k = bu one has d³u = (L/2π)³ d³k and 2πu = kL. The angular average of exp(i k·pL) is sin(kρ)/(kρ) with ρ = |p|L. Setting k = kF s, x = kF L and X = x|p|, and noting 2(L/2π)³ × 4πkF³ = x³/π²,

c(p) = (x³/π²)(1/X) ∫₀¹ s h sin(Xs) ds.

For N, h = 1, and one integration by parts gives

I₁ = ∫₀¹ s sin(Xs) ds = −cos X/X + sin X/X² = j₁(X),

the spherical Bessel function. For Φ, h = (kF²/2)(s² − 1). Two integrations by parts give

I₃ = ∫₀¹ s³ sin(Xs) ds = −cos X/X + (3/X) ∫₀¹ s² cos(Xs) ds = −cos X/X + (3/X)[sin X/X − (2/X) I₁].

In the difference I₃ − I₁ the boundary terms −cos X/X cancel:

I₃ − I₁ = 2 sin X/X² − 6 j₁/X² = −(2/X)[3j₁/X − sin X/X] = −2 j₂(X)/X,

where j₂ = 3j₁/X − j₀ and j₀ = sin X/X. Therefore

c_N(p) = (x³/π²) j₁(X)/X,
c_Φ(p) = −(x³/π²) kF² j₂(X)/X²,
c_E(p) = c_Φ(p) + μ c_N(p).

The cancelled term is the jump seen in Fourier space: the first integration by parts leaves −h(kF) cos X/X, and h(kF) is 1 for N, μ for E and 0 for Φ.

As X → 0, j₁ → X/3 and j₂ → X²/15, so the p = 0 coefficients are N0 = x³/3π² and Φ0 = −x³kF²/15π² = −(2/5)μN0, whence E0 = (3/5)μN0. These are the values for the infinite gas. For N0 = 54, x = 11.6933, E0 = 14.9168 Ha and Φ0 = −9.9446 Ha. For large X the explicit forms give j₁ → −cos X/X and j₂ → −sin X/X, so

c_N ≈ −(x/π²) cos(x|p|)/|p|²,
c_Φ ≈ (kF²/π²) sin(x|p|)/|p|³.

Φ has gained one inverse power of x|p|. For p = (1,0,0) the exact values are μc_N = −0.3862 Ha and c_Φ = −0.05454 Ha.

**Variances**

The exponentials are orthonormal on the cube and the coefficients are real and even in p, so for any two of these functions

Cov(f, f′) = Σ_{p≠0} c(p) c′(p).

For N there is a second, finite formula. In N² = 4 Σ_{m,m′} ΘΘ put m′ = m + q; the average over t again unfolds the sum over m, and leaves 4 times the volume common to two spheres of radius r = kF/b = x/2π whose centres are |q| apart. With y = |q|/2r ≤ 1 this volume is two caps,

2 ∫_{ry}^{r} π(r² − z²) dz = 2πr³[(1 − y) − (1 − y³)/3] = (4πr³/3) w(y),  w = 1 − 3y/2 + y³/2,

and 4πr³/3 = x³/6π² = N0/2. Hence ⟨N²⟩ = 2N0 Σ_q w(y). The two routes give Var N = 10.5115 and 10.5116.

To see the size dependence, insert the large-X forms and replace cos² and sin² by their mean 1/2, which amounts to averaging over a range of x. With Z_s = Σ_{p≠0} |p|^(−s), Z₄ = 16.5323 and Z₆ = 8.4019,

Var N → x² Z₄/2π⁴ = 0.08486 x²,
Var Φ → kF⁴ Z₆/2π⁴ = 0.04313 kF⁴,
μ² Var N / Var Φ → x² Z₄/4Z₆.

Since x is proportional to N0^(1/3), μσ_N grows as μN0^(1/3), σ_Φ is of order μ whatever the cell size, and ⟨R⟩ ≈ Var N/2g falls as μN0^(−1/3). Direct level counting with x drawn from [12, 24.6] and from [36, 48.6] gives Var N/x² = 0.0823 and 0.0846, and Var Φ/kF⁴ = 0.0447 and 0.0454; the largest departure, 5 per cent of the envelope value, lies within the tested allowance of five standard errors plus 3 per cent.

These are envelopes, and a single cell can sit far from them. The six vectors with |p| = 1 carry weight 6 of 16.5 in Z₄ and 6 of 8.4 in Z₆, multiplied by cos²x and sin²x; the twelve with |p| = √2 carry 3 and 1.5, multiplied by cos²(x√2) and sin²(x√2). For N0 = 432, x = 2 × 11.6933 = 23.39 lies 1.75 below 8π, and x√2 = 33.07 lies 0.09 above 10.5π, so in both shells the cosine squared is small and the sine squared is near 1; the sampled σ_N = 4.79 is below the envelope 0.08486^(1/2) × 23.39 = 6.8, and σ_Φ = 0.575μ exceeds its envelope 2 × 0.04313^(1/2) μ = 0.415μ. For N0 = 3456, x = 46.77 lies 0.35 below 15π, x√2 = 66.15 lies 0.17 above 21π, and the situation is reversed in both shells: σ_N = 16.05, σ_Φ = 0.207μ. Giving these two shells their actual cos² factors and the remaining shells the mean 1/2 yields σ_N ≈ 4.7 and 16.4, so Var N/(2gμ) = Var N/3N0 ≈ 0.017 and 0.026; with the first shell alone the estimate would still fall, from 0.024 to 0.023. The two shells together are why ⟨R⟩/μ rose from 0.0185 to 0.0264 between these sizes although its envelope falls.

For the 54-electron cell, E = Φ + μN gives

Var E = Var Φ + 2μ Cov(Φ, N) + μ² Var N = 0.03321 + 0.09017 + 2.2281 = 2.3515 Ha².

The number fluctuation supplies 95 per cent of Var E. The standard deviations are σ_E = 1.5334 Ha and σ_Φ = 0.1822 Ha, against 1.5345 and 0.1820 Ha from 40000 sampled twists. The variance ratio is 2.3515/0.03321 = 70.8. Its leading part, μ² Var N/Var Φ = 2.2281/0.03321 = 67.1, is close to the envelope value 67.3, but this is an accident of this cell: the sampled values, which fix these ratios only to about 5 per cent, give (4.79/0.575)² ≈ 69 against an envelope of 4 × 67.3 = 269 for N0 = 432, and (16.05/0.207)² ≈ 6000 against 16 × 67.3 = 1077 for N0 = 3456. With 64 random twists the standard error per electron is

A: 1.5334/(8 × 54) = 3.55 mHa (96.6 meV),
B: 0.1822/(8 × 54) = 0.42 mHa (11.5 meV).

A standard error of 1 mHa per electron means 0.054 Ha per cell and needs 2.3515/0.054² = 806.4, so 807, twists with A and 0.03321/0.054² = 11.4, so 12, with B. These counts include only the scatter between twists; statistical noise within a twist adds to both.

**The zero of energy and the best coefficient**

Shift every level by a constant c. Then μ → μ + c, the occupations and Φ are unchanged, and E → E + cN. The variance of E therefore depends on the zero of energy, and the claim that Φ fluctuates less cannot hold unconditionally. Consider the family of estimators Ē − β(N̄ − N0), unbiased for every fixed β, with A at β = 0 and B at β = μ. Completing the square,

Var(E − βN) = Var E − 2β Cov(E, N) + β² Var N = V_min + (β − β*)² Var N,

with β* = Cov(E, N)/Var N and V_min = Var E − β*² Var N. This holds for any system in which N fluctuates. B beats A exactly when

|β* − μ| < |β*|.

From E = Φ + μN, β* = μ + Cov(Φ, N)/Var N. In the example Cov(Φ, N) = 0.09017/(2 × 0.46040) = 0.0979 Ha, so β* − μ = 0.0979/10.5115 = 0.00932 Ha and β* = 0.46971 Ha; regression on the sampled twists gives 0.46967 Ha. The chemical potential is thus not quite the best coefficient. The Cauchy-Schwarz inequality bounds the gap, |β* − μ| ≤ σ_Φ/σ_N, and on the envelopes this bound falls as μ/x, so in this model μ approaches the optimum as the cell grows.

Under the shift, β* → β* + c while β* − μ is fixed. E scatters less than Φ when |β* + c| < 0.00932 Ha. At c = −β* the sampled σ_E is 0.1794 Ha, below σ_Φ = 0.1820 Ha. The failure is real but, in this cell, confined to energy zeros within about 0.02 Ha of μ, where E has itself become nearly a grand potential, and the loss is at most about 1.5 per cent of σ_Φ.

**An error in μ**

Suppose a wrong value μ′ = μ + δμ is used both to fill the levels and in the subtraction, while N0 stays the true number. Differentiating (ε − μ′)Θ(μ′ − ε) gives −Θ plus (ε − μ′)δ(μ′ − ε), and the latter vanishes, so ∂Φ/∂μ′ = −N. For the mean of B,

d⟨B⟩/dμ′ = N0 − ⟨N⟩(μ′),  d²⟨B⟩/dμ′² = −d⟨N⟩/dμ′.

The first derivative is zero at μ′ = μ and the second is −g there. For A each added electron brings energy μ′, so d⟨E⟩/dμ′ = μ′ d⟨N⟩/dμ′. To leading order in δμ,

δ⟨A⟩ = μgδμ,  δ⟨B⟩ = −gδμ²/2.

With |δμ| = 0.02μ = 0.00921 Ha these are ±0.7458 Ha and −0.00746 Ha. The 40000 twists give +0.7669 and −0.7397 Ha for A, −0.00765 and −0.00742 Ha for B. The asymmetry in A has the sign of the next order: ⟨E⟩ is proportional to μ′^(5/2), whose second-order term is (3/4)(δμ/μ) = 1.5 per cent of the first. This brings the predictions to +0.7570 and −0.7346 Ha; the sampled values differ from these by 1.3 and 0.7 per cent of the prediction, about 0.010 and 0.005 Ha, of the order of the sampling error of these shifts over 40000 twists, roughly 0.004 Ha.

**Regular grids**

Take M = n³ twists t_j = (j + u)/n, with each component of j in 0, …, n − 1 and one common random shift u uniform in the unit cube. The geometric sum (1/n) Σ_j exp(−2πi p j/n) along each axis is 1 if n divides p and 0 otherwise, so

f̄(u) = Σ_{p′} c(np′) exp(−2πi p′·u).

Averaging over u leaves c(0), so the grid is unbiased, and its variance over shifts is Σ_{p′≠0} c(np′)². Replacing |p| by n|p′| in the large-X forms gives the root-mean-square envelopes

error of A → μ x (Z₄/2)^(1/2)/(π² n²), proportional to M^(−2/3),
error of B → kF² (Z₆/2)^(1/2)/(π² n³), proportional to M^(−1),

where only the leading term μc_N is kept in c_E. Here the grand potential converges with a better exponent. The exact sums, in Ha per cell, with the envelope in brackets:

n = 2: A 0.279 (0.392), B 0.0326 (0.0239)
n = 4: A 0.117 (0.098), B 0.00148 (0.00299)
n = 6: A 0.0356 (0.0436), B 0.00110 (0.00089)

Direct counting on 1200 shifted grids gives 0.283, 0.120, 0.0353 and 0.0319, 0.00149, 0.00114. The scatter about the envelope is the factor cos²(nx) or sin²(nx) met above: n = 4 has nx = 46.77, where the sine is small, so B is unusually good there and improves little at n = 6. Three grids do not fix an exponent; the exponents follow from the coefficients. Compared with 64 random twists, 0.192 Ha for A and 0.0228 Ha for B, the 4³ grid improves A by a factor 1.6 and B by 15; the latter owes a factor of two to the small sine at n = 4, and the envelope values give 0.192/0.098 = 2.0 and 0.0228/0.00299 = 7.6.

**Which μ, once the electrons interact**

In an interacting calculation the occupations may be fixed by a one-electron Hamiltonian while the energy is evaluated with another. Hartree-Fock jellium shows the consequence. The plane waves with |k| < kF are filled as before, so N(t) and N0 are unchanged. The uniform background is adjusted to keep each cell neutral, which removes the Hartree term. The periodic Coulomb potential is ψ(r) = Σ_{G≠0} (4π/L³G²) exp(iG·r), and each electron also interacts with its own images and their background through v_M = lim_{r→0} [ψ(r) − 1/r]. Exchange acts between equal spins, so the factor 1/2 for pairs and 2 for spin cancel:

E_x = −Σ_{m≠m′, occupied} v(m − m′) + N v_M/2,  v(q) = 4π/(L³b²|q|²) = 1/(πL|q|²).

To evaluate v_M, split 1/r = erfc(κr)/r + erf(κr)/r. The smooth part has transform 4π exp(−G²/4κ²)/G² and the limit 2κ/√π at r = 0; the short-range part is summed over images, and its cell average π/(κ²L³) is removed because ψ has no G = 0 term:

v_M = Σ_{R≠0} erfc(κR)/R + Σ_{G≠0} (4π/L³G²) exp(−G²/4κ²) − π/(κ²L³) − 2κ/√π,

which gives v_M L = −2.83730 Ha bohr, the same for two values of κ. The overlap volume gives the twist average, since a pair separated by q occurs (N0/2) w(y) times on average:

⟨E_x⟩ = −(N0/2) Σ_{q≠0} v(q) w(y) + N0 v_M/2.

This yields ⟨E_x⟩L = −160.54 Ha bohr, and sampling −160.56.

When a level at |k| = kF enters, it appears in the double sum once as m and once as m′, so E_x changes by −2 Σ v + v_M for two electrons, the sum running over the levels already occupied. The neighbour at separation q is occupied if |k + bq| < kF, that is if cos ϑ < −y for the angle ϑ between k and q, and this holds on a fraction (1 − y)/2 of the Fermi sphere. The mean jump per electron is

μ_L = kF²/2 − Σ_{q≠0} v(q)(1 − y)/2 + v_M/2.

It equals d⟨E⟩/dN0 at fixed L. With N0 proportional to r³, d/dN0 = (r/3N0) d/dr; also r³w = r³ − 3|q|r²/4 + |q|³/16, and (r/3) d/dr of this is r³ − |q|r²/2 = r³(1 − y), so d(N0 w)/dN0 = 1 − y, which reproduces the sum. For a large cell the sum becomes an integral over the wave vector Q = b|q| = 2kF y:

∫ d³Q/(2π)³ (4π/Q²)(1 − y)/2 = (2/π)(2kF) ∫₀¹ (1 − y)/2 dy = kF/π,

so μ_L → μ_HF = kF²/2 − kF/π. The term v_M/2 repairs the 1/L error of this replacement. For large κ the Ewald formula reads v_M = Σ_{G≠0} − ∫ of the damped 4π/G², because that integral equals 2κ/√π; the weight (1 − y)/2 tends to 1/2 at small q, so the singular part of −Σ v(1 − y)/2 differs from its integral by −v_M/2, which cancels against +v_M/2. In numbers, the exchange slope times L is −3.7221 Ha bohr in the bulk and −3.8412 in the cell, 3 per cent larger in magnitude; explicit energy differences at 6000 points of the Fermi sphere average to −3.8428, and regression of E_x on N gives −3.8594.

The coefficient that removes the jump is therefore the slope of the energy being averaged, not the kinetic μ that fixed the occupations. At rs = 2, μ_HF = 0.1550 Ha, μ_L = 0.1452 Ha, and β* = 0.46967 − 3.8594/12.1859 = 0.1530 Ha. The sampled standard deviations for β = 0, μ_HF and kF²/2 = 0.4604 Ha are 0.5524, 0.2425 and 1.0266 Ha. They follow the parabola in β. Since μ_HF is within 0.002 Ha of β*, V_min ≈ 0.2425² = 0.0588 Ha², and with σ_N = 3.245,

β = 0: 0.0588 + (0.1530 × 3.245)² = 0.305, root 0.552,
β = 0.4604: 0.0588 + (0.3074 × 3.245)² = 1.054, root 1.027.

Subtracting the kinetic μ is here worse than subtracting nothing, because it overshoots β* by more than β* itself. The estimate of the twist-averaged energy of this cell stays unbiased for each β, since ⟨N⟩ = N0 is untouched; only the scatter suffers. That average is not the energy of the infinite gas: ⟨E_x⟩L = −160.54 Ha bohr against −3xN0/4π = −150.75 Ha bohr, a finite-size error of about 15 mHa per electron at rs = 2 which no choice of β and no number of twists removes.

The gain depends on density. The variance ratio of E to E − μ_HF N is 24 at rs = 1 (μ_HF = 1.2307 Ha, standard deviations 4.127 and 0.843 Ha) and 5.2 at rs = 2, far below the 70.8 of the non-interacting cell. Exchange lowers the chemical potential from 0.4604 to 0.1550 Ha, and the residual scatter rises from 0.182 to 0.2425 Ha. The cause of this rise is not examined here. At kF = 2/π, rs = 3.0146 bohr, μ_HF vanishes, E and Φ are the same function, and the ratio is 1 identically; subtracting the kinetic value 0.2026 Ha there raises the standard deviation from 0.122 to 0.680 Ha. At still lower density μ_HF is negative and the gain grows again.

With interaction the cancellation is also no longer exact at each crossing. The jump depends on which neighbours happen to be occupied, and its sampled spread is 0.1885 Ha bohr/L, or 0.1885/12.1859 = 0.015 Ha per electron at rs = 2, about a tenth of μ_HF. No single coefficient removes a jump that varies over the Fermi surface, so Φ retains small discontinuities. By the boundary-term argument they restore an n^(−2) term in the grid error of B. Its prefactor is set by the jump left after the subtraction, so it is much smaller than for A when |μ_HF| is large compared with the spread of the jump, as at rs = 1 and 2 and again at rs well above 3, where μ_HF is negative; at rs = 3.0146 bohr A and B coincide. The M^(−1) law therefore belongs to independent electrons with a Fermi surface curved in both directions, like the sphere (a cylindrical surface gives n^(−3/2) for A and n^(−5/2) for B, flat sheets n^(−1) and n^(−2)), and should not be assumed for an interacting energy on fine grids; the size of this term was not computed. The closed forms hold for free electrons, and the last part for plane-wave Hartree-Fock; for a correlated energy the parabola in β remains exact, while the closeness of β* to dE/dN has to be established for the energy in question. The check output that follows checks the formulas against explicit level counting.

Computed results

```
N0=54, rs=2.0 bohr, kF=0.95958 1/bohr, L=12.1859 bohr, x=11.6933
mu=0.46040 Ha, g=175.94 1/Ha, E0=14.9168 Ha, Phi0=-9.9446 Ha
Z4=16.5323, Z6=8.4019; VarN Parseval=10.5115, overlap=10.5116
m=(1,0,0): c_N=-0.8389, mu*c_N=-0.3862 Ha, c_Phi=-0.05454 Ha
40000 twists, sampled: sN=3.245, sE=1.5345 Ha, sPhi=0.1820 Ha
Parseval: sN=3.242, sE=1.5334 Ha, sPhi=0.1822 Ha
VarE parts (Ha^2): VarPhi=0.03321, 2muCov=0.09017, mu^2VarN=2.2281
VarE/VarPhi=70.8; envelope x^2 Z4/(4 Z6)=67.3
64 random twists, error/electron: E 3.550 mHa (96.6 meV)
64 random twists, error/electron: Phi 0.422 mHa (11.5 meV)
twists for 1 mHa/electron: E 806, Phi 11.4
beta* Parseval=0.46971 Ha, sampled=0.46967 Ha, beta*-mu=0.00932 Ha
energy zero shifted by -beta*: sE=0.1794 Ha (below sPhi)
line t=(s,0.11,0.23): 20 crossings, mean dE/dN=0.46041 Ha, 2mu=0.9208 Ha
  step 0.001: max|dE|=0.9224 Ha, max|dPhi|=1.89e-03 Ha
  step 0.0001: max|dE|=0.9209 Ha, max|dPhi|=1.89e-04 Ha
N0=54: sN=3.22, sPhi/mu=0.395, <R>/mu=0.0679, sR/mu=0.1697, <dN^2>/(2g mu)=0.0639
N0=432: sN=4.79, sPhi/mu=0.575, <R>/mu=0.0185, sR/mu=0.0406, <dN^2>/(2g mu)=0.0178
N0=3456: sN=16.05, sPhi/mu=0.207, <R>/mu=0.0264, sR/mu=0.0479, <dN^2>/(2g mu)=0.0248
envelope: VarN/x^2=0.08486, VarPhi/kF^4=0.04313
  x in [12,24.6]: VarN/x^2=0.08234, VarPhi/kF^4=0.04466
  x in [36,48.6]: VarN/x^2=0.08459, VarPhi/kF^4=0.04539
dmu=0.00921 Ha: mu g dmu=0.7458 Ha, -g dmu^2/2=-0.00746 Ha
  sign +1: shift of <E>=0.7669 Ha, of <Phi>+mu N0=-0.00765 Ha
  sign -1: shift of <E>=-0.7397 Ha, of <Phi>+mu N0=-0.00742 Ha
grid n=2: rms E=0.27895 Ha (sampled 0.28271), Phi=0.032602 Ha (sampled 0.031926)
  envelope E=0.39207, Phi=0.023903; random n^3 twists E=0.54215, Phi=0.06443 Ha
grid n=4: rms E=0.11666 Ha (sampled 0.12011), Phi=0.001484 Ha (sampled 0.001490)
  envelope E=0.09802, Phi=0.002988; random n^3 twists E=0.19168, Phi=0.02278 Ha
grid n=6: rms E=0.03562 Ha (sampled 0.03529), Phi=0.001103 Ha (sampled 0.001141)
  envelope E=0.04356, Phi=0.000885; random n^3 twists E=0.10434, Phi=0.01240 Ha
v_M L=-2.83730 Ha bohr; <E_x>L formula=-160.541, sampled=-160.561 Ha bohr
exchange slope*L (Ha bohr): bulk=-3.7221, cell=-3.8412, regression=-3.8594
sampled jump*L (Ha bohr): mean=-3.8428, spread=0.1885
HF rs=1.0000 bohr: mu_kin=1.8416, mu_HF=1.2307, mu_L=1.2111, beta*=1.2452 Ha
  sE=4.1273, s(E-mu_HF N)=0.8430, s(E-mu_kin N)=2.1101 Ha, variance gain=23.97
HF rs=2.0000 bohr: mu_kin=0.4604, mu_HF=0.1550, mu_L=0.1452, beta*=0.1530 Ha
  sE=0.5524, s(E-mu_HF N)=0.2425, s(E-mu_kin N)=1.0266 Ha, variance gain=5.19
HF rs=3.0146 bohr: mu_kin=0.2026, mu_HF=0.0000, mu_L=-0.0065, beta*=-0.0034 Ha
  sE=0.1218, s(E-mu_HF N)=0.1218, s(E-mu_kin N)=0.6795 Ha, variance gain=1.00
```
